# Overlap Factors for Hole Scattering in the Spherical Luttinger Model: verification in Python

```python
"""Overlap factors of heavy (h) and light (l) holes in the spherical Luttinger model.

Result under test, with theta the angle between wavevectors k and k':
    G_hh = G_ll = (1 + 3 cos^2 theta)/4,   G_hl = G_lh = (3/4) sin^2 theta
G_ab = (1/2) sum over both states of band a at k and both of band b at k' of
|<a,k|b,k'>|^2.  Hole energies are positive; J is the spin-3/2 operator.
Application: hole mobility limited by alloy disorder.
Units inside the program: eV, nm, s; masses in units of the free mass m0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import gamma as gamma_function

rng = np.random.default_rng(7)


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)


J = spin_matrices(1.5)
HEAVY, LIGHT = 0, 1

# Rough typical parameters of Al0.3Ga0.7As
gamma1, gamma2, gamma3 = 6.0, 1.7, 2.4
gamma_s = (2 * gamma2 + 3 * gamma3) / 5
split_off = 0.33          # eV
al_fraction = 0.3
lattice_constant = 0.565  # nm
alloy_potential = 0.5     # eV
temperature = 77.0        # K
hole_density = 1e15       # cm^-3, equal to the ionized acceptor density
eps_static, eps_high = 12.0, 10.0
phonon_energy = 0.036     # eV
acoustic_potential = 7.0  # eV, effective scalar value
elastic_constant = 1.4e11  # Pa

hbar = const.hbar / const.e                                # eV s
hbar2_m0 = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2
kT = const.k * temperature / const.e                       # eV
e2_eps0 = const.e / const.epsilon_0 * 1e9                  # eV nm


def luttinger(k, g2, g3):
    """Four-band hole Hamiltonian in units of hbar^2/2m0."""
    tensor = np.zeros((3, 3, 4, 4), dtype=complex)
    for i in range(3):
        for j in range(3):
            tensor[i, j] = -2 * (g2 if i == j else g3) * J[i] @ J[j]
        tensor[i, i] += (gamma1 + 2.5 * g2) * np.eye(4)
    return np.tensordot(k[..., :, None] * k[..., None, :], tensor, 2)


def band_overlaps(states_a, states_b):
    """Array G[a, b] from two sets of four eigenvectors (heavy pair first)."""
    amp = np.einsum('...im,...in->...mn', states_a.conj(), states_b)
    prob = np.abs(amp)**2
    return prob.reshape(prob.shape[:-2] + (2, 2, 2, 2)).sum(axis=(-3, -1)) / 2


def overlap_formula(cosine):
    same = (1 + 3 * cosine**2) / 4
    other = 0.75 * (1 - cosine**2)
    return np.stack([np.stack([same, other], -1),
                     np.stack([other, same], -1)], -2)


def unit(v):
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


# --- masses and overlaps from direct diagonalization at random wavevectors
k1 = rng.normal(size=(3000, 3))
k2 = rng.normal(size=(3000, 3))
cos12 = np.sum(unit(k1) * unit(k2), axis=-1)
e1, s1 = np.linalg.eigh(luttinger(k1, gamma_s, gamma_s))
e2, s2 = np.linalg.eigh(luttinger(k2, gamma_s, gamma_s))
mass = np.array([1 / (gamma1 - 2 * gamma_s), 1 / (gamma1 + 2 * gamma_s)])
k1_squared = np.sum(k1**2, axis=-1)
assert np.allclose(e1 / k1_squared[:, None], np.repeat(1 / mass, 2), atol=1e-9)
overlap_error = np.max(np.abs(band_overlaps(s1, s2) - overlap_formula(cos12)))
assert overlap_error < 1e-9

# --- a single arbitrary state of the initial doublet gives the same factor
for band in (HEAVY, LIGHT):
    mix = unit(rng.normal(size=(3000, 2)) + 1j * rng.normal(size=(3000, 2)))
    one_state = np.einsum('nim,nm->ni', s1[:, :, 2 * band:2 * band + 2], mix)
    prob = np.abs(np.einsum('ni,nij->nj', one_state.conj(), s2))**2
    per_band = prob.reshape(-1, 2, 2).sum(axis=-1)
    assert np.allclose(per_band, overlap_formula(cos12)[:, band], atol=1e-9)

# --- explicit helicity eigenvectors in half-angle form
polar, azimuth = 1.13, 0.71
C, S, r3 = np.cos(polar / 2), np.sin(polar / 2), np.sqrt(3)
explicit = np.array([
    [C**3, r3 * C**2 * S, r3 * C * S**2, S**3],
    [-r3 * C**2 * S, C * (C**2 - 2 * S**2), S * (2 * C**2 - S**2), r3 * C * S**2],
    [r3 * C * S**2, -S * (2 * C**2 - S**2), C * (C**2 - 2 * S**2), r3 * C**2 * S],
    [-S**3, r3 * C * S**2, -r3 * C**2 * S, C**3]]) * np.exp(1j * azimuth * np.arange(4))
direction = np.array([np.sin(polar) * np.cos(azimuth),
                      np.sin(polar) * np.sin(azimuth), np.cos(polar)])
helicity_operator = np.tensordot(direction, J, 1)
for helicity, vector in zip((1.5, 0.5, -0.5, -1.5), explicit):
    assert np.allclose(helicity_operator @ vector, helicity * vector, atol=1e-12)
assert np.allclose(explicit.conj() @ explicit.T, np.eye(4), atol=1e-12)

# --- projector road: diagonal of Q(n') in helicity states of the z axis
Q_tilted = helicity_operator @ helicity_operator - 1.25 * np.eye(4)
legendre2 = (3 * np.cos(polar)**2 - 1) / 2
assert np.allclose(np.diag(Q_tilted), legendre2 * np.array([1, -1, -1, 1]))

# --- means over the sphere of final directions, from numerical eigenvectors
nodes, weights = np.polynomial.legendre.leggauss(60)
phi = 2 * np.pi * np.arange(96) / 96
cz, ph = np.meshgrid(nodes, phi, indexing='ij')
sz = np.sqrt(1 - cz**2)
sphere = np.stack([sz * np.cos(ph), sz * np.sin(ph), cz], -1).reshape(-1, 3)
sphere_weight = np.repeat(weights / 2 / 96, 96)
_, sphere_states = np.linalg.eigh(luttinger(sphere, gamma_s, gamma_s))
G_sphere = band_overlaps(s1[0][None], sphere_states)
mean_G = np.einsum('n,nab->ab', sphere_weight, G_sphere)
mean_G_cos = np.einsum('n,nab->ab', sphere_weight * (sphere @ unit(k1[0])), G_sphere)
assert np.allclose(mean_G, 0.5, atol=1e-9)
assert np.allclose(mean_G_cos, 0, atol=1e-9)

# --- cubic symmetry turns any on-site matrix into a multiple of the identity
rot3 = expm(-2j * np.pi / 3 * J.sum(axis=0) / np.sqrt(3))
rot4 = expm(-1j * np.pi / 2 * J[2])
rot2 = expm(-1j * np.pi * J[0])
power = np.linalg.matrix_power
site = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
site = site + site.conj().T
averaged = np.zeros((4, 4), dtype=complex)
for a in range(3):
    for b in range(4):
        for c in range(2):
            R = power(rot3, a) @ power(rot4, b) @ power(rot2, c)
            averaged += R @ site @ R.conj().T / 24
assert np.allclose(averaged, np.trace(site) / 4 * np.eye(4), atol=1e-10)

# --- counterexample: a shear-type scatterer Jz^2 - 5/4, with k = k' along x
_, states_x = np.linalg.eigh(luttinger(np.array([1.0, 0, 0]), gamma_s, gamma_s))
shear = J[2] @ J[2] - 1.25 * np.eye(4)
shear_factor = band_overlaps(states_x, shear @ states_x)[HEAVY, HEAVY]
assert abs(shear_factor - 0.25) < 1e-9

# --- warping: overlap deviation, density of states, mean heavy projector
_, w1 = np.linalg.eigh(luttinger(k1, gamma2, gamma3))
_, w2 = np.linalg.eigh(luttinger(k2, gamma2, gamma3))
warp_dev = (band_overlaps(w1, w2) - overlap_formula(cos12))[:, HEAVY, HEAVY]
ew, sw = np.linalg.eigh(luttinger(sphere, gamma2, gamma3))
dos_ratio = [np.sum(sphere_weight * (ew[:, 2 * b] * mass[b])**-1.5) for b in (0, 1)]
surface = sphere_weight * ew[:, 0]**-1.5
heavy_projector = np.einsum('n,nim,njm->ij', surface, sw[:, :, :2],
                            sw[:, :, :2].conj()) / surface.sum()
assert np.allclose(heavy_projector, np.eye(4) / 2, atol=1e-6)


# --- density of states per spin, tested by counting points of a k lattice
def wavevector(band, energy):
    return np.sqrt(2 * mass[band] * energy / hbar2_m0)


def dos(band, energy):
    return mass[band] * wavevector(band, energy) / (2 * np.pi**2 * hbar2_m0)


energy = 1.5 * kT
spacing = wavevector(HEAVY, energy) / 24.3
axis = np.arange(-26, 27) * spacing
lattice = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1).reshape(-1, 3)
levels = np.linalg.eigvalsh(luttinger(lattice, gamma_s, gamma_s)) * hbar2_m0 / 2
for band, tolerance in ((HEAVY, 0.01), (LIGHT, 0.03)):  # surface error of the count
    counted = np.count_nonzero(levels[:, 2 * band:2 * band + 2] < energy) / 2
    expected = quad(lambda E: dos(band, E), 0, energy)[0] * (2 * np.pi / spacing)**3
    assert abs(counted / expected - 1) < tolerance

# --- six-band model (orbital L = 1 times spin 1/2) and split-off mixing
L = np.array([np.kron(m, np.eye(2)) for m in spin_matrices(1)])
spin = np.array([np.kron(np.eye(3), m) for m in spin_matrices(0.5)])
LS = sum(L[i] @ spin[i] for i in range(3))


def six_band(k, delta):
    kL = np.tensordot(k, L, 1)
    kinetic = (gamma1 + 4 * gamma_s) * (k @ k) * np.eye(6) - 6 * gamma_s * kL @ kL
    return hbar2_m0 / 2 * kinetic + delta / 3 * (np.eye(6) - 2 * LS)


quartet = np.linalg.eigh(LS)[1][:, 2:]
k_test = np.array([0.2, -0.1, 0.15])
projected = np.linalg.eigvalsh(quartet.conj().T @ six_band(k_test, split_off) @ quartet)
four = np.linalg.eigvalsh(luttinger(k_test, gamma_s, gamma_s)) * hbar2_m0 / 2
assert np.allclose(projected, four, atol=1e-10)
k_light = wavevector(LIGHT, energy)
_, six0 = np.linalg.eigh(six_band(np.array([0, 0, k_light]), split_off))
so_fraction = np.real(np.trace(six0[:, 2:4].conj().T @ (np.eye(6) - 2 * LS) / 3
                               @ six0[:, 2:4])) / 2
so_deviation = 0.0
for angle in np.linspace(0, np.pi, 25):
    k_vec = k_light * np.array([np.sin(angle), 0, np.cos(angle)])
    _, six1 = np.linalg.eigh(six_band(k_vec, split_off))
    G_ll = np.sum(np.abs(six0[:, 2:4].conj().T @ six1[:, 2:4])**2) / 2
    so_deviation = max(so_deviation, abs(G_ll - (1 + 3 * np.cos(angle)**2) / 4))

# --- alloy disorder: mean squared matrix element of a simulated random alloy
sites, samples = 400, 5000
is_al = rng.random((samples, sites)) < al_fraction
phases = np.exp(2j * np.pi * 37 * np.arange(sites) / sites)
elements = alloy_potential * (is_al - al_fraction) @ phases / sites
disorder = al_fraction * (1 - al_fraction) * alloy_potential**2
# statistical error of the mean is about 1.4 percent
assert abs(np.mean(np.abs(elements)**2) * sites / disorder - 1) < 0.07
cell_volume = lattice_constant**3 / 4
alloy_strength = disorder * cell_volume     # eV^2 nm^3


def thermal_mobility(angular_mean):
    """Boltzmann average; angular_mean[a, b] is the mean overlap from a to b."""
    def tau_ps(band, E):
        final = sum(angular_mean[band, b] * dos(b, E) for b in (0, 1))
        return 1e12 * hbar / (2 * np.pi * alloy_strength * final)
    top = sum(quad(lambda x: dos(b, x * kT) * 2 * x / (3 * mass[b])
                   * tau_ps(b, x * kT) * np.exp(-x), 0, 40)[0] for b in (0, 1))
    bottom = sum(quad(lambda x: dos(b, x * kT) * np.exp(-x), 0, 40)[0] for b in (0, 1))
    return const.e / const.m_e * 1e-12 * top / bottom * 1e4   # cm^2/Vs


def alloy_rate(E):
    return 2 * np.pi / hbar * alloy_strength * (dos(0, E) + dos(1, E)) / 2


mu_full = thermal_mobility(mean_G)
mu_unit = thermal_mobility(np.ones((2, 2)))
mu_separate = thermal_mobility(np.eye(2))
thermal_factor = gamma_function(2) / gamma_function(2.5)
mass_factor = np.sum(mass**0.5) / np.sum(mass**1.5)
mu_closed = 1e4 * const.e / const.m_e / alloy_rate(kT) * thermal_factor * mass_factor
assert abs(mu_full / mu_closed - 1) < 1e-5
separate_ratio = np.sum(1 / mass) * np.sum(mass**1.5) / (2 * np.sum(mass**0.5))
assert abs(mu_separate / mu_full / separate_ratio - 1) < 1e-5

# --- scattering left out of the example, at energy 3kT/2
cosines, cos_weights = np.polynomial.legendre.leggauss(500)
density_nm = hole_density * 1e-21
screening2 = e2_eps0 * density_nm / (eps_static * kT)
phonon_number = 1 / np.expm1(phonon_energy / kT)
frohlich = e2_eps0 * phonon_energy / 2 * (1 / eps_high - 1 / eps_static)


def other_rate(initial, mechanism):
    total = 0.0
    for final in (HEAVY, LIGHT):
        E_final = energy + (phonon_energy if mechanism == 'optical' else 0)
        ki, kf = wavevector(initial, energy), wavevector(final, E_final)
        q2 = ki**2 + kf**2 - 2 * ki * kf * cosines
        integrand = overlap_formula(cosines)[:, initial, final]
        if mechanism == 'optical':
            integrand = integrand * frohlich * phonon_number / q2
        else:
            integrand = integrand * density_nm * (e2_eps0 / eps_static
                                                  / (q2 + screening2))**2
            if initial == final:
                integrand = integrand * (1 - cosines)
        total += 2 * np.pi / hbar * dos(final, E_final) * cos_weights @ integrand / 2
    return total


reference = alloy_rate(energy)
elastic_ev = elastic_constant / const.e * 1e-27
acoustic_ratio = acoustic_potential**2 * kT / elastic_ev / alloy_strength
valence_dos = 2 * np.sum((mass * kT / (2 * np.pi * hbar2_m0))**1.5) * 1e21
born_ratio = (mass[HEAVY] * alloy_potential * cell_volume**(2 / 3)
              / (2 * np.pi * hbar2_m0))

print(f"Luttinger gamma1, gamma2, gamma3: {gamma1}, {gamma2}, {gamma3}")
print(f"spherical gamma = (2 gamma2 + 3 gamma3)/5: {gamma_s:.3f}")
print(f"heavy, light mass: {mass[0]:.4f}, {mass[1]:.4f} m0")
print(f"largest overlap error, 3000 random pairs: {overlap_error:.1e}")
for degrees in (0, 30, 60, 90, 180):
    t = np.radians(degrees)
    pair = np.array([[0, 0, 1.0], [np.sin(t), 0, np.cos(t)]])
    _, st = np.linalg.eigh(luttinger(pair, gamma_s, gamma_s))
    g = band_overlaps(st[0], st[1])
    print(f"theta {degrees:3d} deg: G_hh {abs(g[0, 0]):.4f}, G_hl {abs(g[0, 1]):.4f}")
print(f"angular mean of G_hh, G_hl: {mean_G[0, 0]:.4f}, {mean_G[0, 1]:.4f}")
print(f"shear scatterer, k = k' along x, hh factor: {shear_factor:.4f}")
print(f"temperature: {temperature:.0f} K; kT: {kT * 1e3:.3f} meV")
print(f"Al fraction: {al_fraction}; alloy potential: {alloy_potential} eV")
print(f"lattice constant: {lattice_constant} nm")
print(f"volume per cation: {cell_volume:.5f} nm^3")
print(f"alloy strength W: {alloy_strength:.4e} eV^2 nm^3")
print(f"D_h, D_l at kT: {dos(0, kT):.5f}, {dos(1, kT):.5f} /(eV nm^3)")
print(f"relaxation time at kT: {1e12 / alloy_rate(kT):.4f} ps")
print(f"thermal factor Gamma(2)/Gamma(5/2): {thermal_factor:.4f}")
print(f"mass factor: {mass_factor:.4f}")
print(f"mobility, correct overlaps: {mu_full:.0f} cm^2/Vs")
print(f"mobility, closed form: {mu_closed:.0f} cm^2/Vs")
print(f"mobility, all overlaps one: {mu_unit:.0f} cm^2/Vs")
print(f"mobility, separate bands: {mu_separate:.0f} cm^2/Vs")
print(f"separate / correct: {mu_separate / mu_full:.3f}")
print(f"warping, G_hh deviation rms: {np.sqrt(np.mean(warp_dev**2)):.4f}")
print(f"warping, G_hh deviation max: {np.max(np.abs(warp_dev)):.4f}")
print(f"warped/spherical DOS, heavy: {dos_ratio[0]:.4f}")
print(f"warped/spherical DOS, light: {dos_ratio[1]:.4f}")
print(f"energy 3kT/2 for the checks below: {energy * 1e3:.3f} meV")
print(f"split-off energy: {split_off} eV")
print(f"split-off share of light state: {so_fraction:.2e}")
print(f"split-off, largest G_ll deviation: {so_deviation:.2e}")
print(f"alloy rate: {reference:.3e} 1/s")
print(f"optical phonon energy: {phonon_energy * 1e3:.0f} meV")
print(f"static, high-frequency permittivity: {eps_static}, {eps_high}")
for band, name in ((HEAVY, "heavy"), (LIGHT, "light")):
    print(f"optical absorption / alloy rate, {name}: "
          f"{other_rate(band, 'optical') / reference:.4f}")
    print(f"impurity / alloy rate, {name}: "
          f"{other_rate(band, 'impurity') / reference:.4f}")
print(f"acoustic potential: {acoustic_potential} eV")
print(f"elastic constant: {elastic_constant / 1e9:.0f} GPa")
print(f"acoustic / alloy rate: {acoustic_ratio:.4f}")
print(f"hole and ionized acceptor density: {hole_density:.1e} cm^-3")
print(f"screening length: {screening2**-0.5:.1f} nm")
print(f"hole density / valence-band DOS: {hole_density / valence_dos:.2e}")
print(f"alloy scattering length / cell size: {born_ratio:.4f}")
print("done: every assertion held")
```

It prints:

```
Luttinger gamma1, gamma2, gamma3: 6.0, 1.7, 2.4
spherical gamma = (2 gamma2 + 3 gamma3)/5: 2.120
heavy, light mass: 0.5682, 0.0977 m0
largest overlap error, 3000 random pairs: 1.2e-15
theta   0 deg: G_hh 1.0000, G_hl 0.0000
theta  30 deg: G_hh 0.8125, G_hl 0.1875
theta  60 deg: G_hh 0.4375, G_hl 0.5625
theta  90 deg: G_hh 0.2500, G_hl 0.7500
theta 180 deg: G_hh 1.0000, G_hl 0.0000
angular mean of G_hh, G_hl: 0.5000, 0.5000
shear scatterer, k = k' along x, hh factor: 0.2500
temperature: 77 K; kT: 6.635 meV
Al fraction: 0.3; alloy potential: 0.5 eV
lattice constant: 0.565 nm
volume per cation: 0.04509 nm^3
alloy strength W: 2.3673e-03 eV^2 nm^3
D_h, D_l at kT: 0.11883, 0.00847 /(eV nm^3)
relaxation time at kT: 0.6953 ps
thermal factor Gamma(2)/Gamma(5/2): 0.7523
mass factor: 2.3241
mobility, correct overlaps: 2138 cm^2/Vs
mobility, closed form: 2138 cm^2/Vs
mobility, all overlaps one: 1069 cm^2/Vs
mobility, separate bands: 5519 cm^2/Vs
separate / correct: 2.582
warping, G_hh deviation rms: 0.0553
warping, G_hh deviation max: 0.1662
warped/spherical DOS, heavy: 1.1159
warped/spherical DOS, light: 0.9966
energy 3kT/2 for the checks below: 9.953 meV
split-off energy: 0.33 eV
split-off share of light state: 3.20e-04
split-off, largest G_ll deviation: 4.79e-04
alloy rate: 1.762e+12 1/s
optical phonon energy: 36 meV
static, high-frequency permittivity: 12.0, 10.0
optical absorption / alloy rate, heavy: 0.0439
impurity / alloy rate, heavy: 0.0579
optical absorption / alloy rate, light: 0.0444
impurity / alloy rate, light: 0.1338
acoustic potential: 7.0 eV
elastic constant: 140 GPa
acoustic / alloy rate: 0.1572
hole and ionized acceptor density: 1.0e+15 cm^-3
screening length: 66.3 nm
hole density / valence-band DOS: 6.68e-04
alloy scattering length / cell size: 0.0752
done: every assertion held
```
